# Why a small bulk-energy mismatch makes slab surface energies drift: a program that tests the result

```python
"""Linear drift of slab surface energies caused by a bulk-energy mismatch.

Result under test, for a slab of N layers with two faces of area A:
    gamma_N = (F_N - N e_b)/(2A) = gamma + N (e_inf - e_b)/(2A) + r_N/(2A)
F_N   : electronic free energy of the slab per surface cell
e_b   : energy per layer taken from a separate bulk calculation
e_inf : energy per layer of the slab interior (matched, converged bulk)
gamma : surface energy;  r_N : remainder that vanishes for thick slabs
Model: simple cubic s band, hopping -t, two spins, Fermi-Dirac smearing.
Energies in eV, lengths in nm, surface energies printed in J/m^2.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

HOP = 1.0             # eV
SPACING = 0.3         # nm
SMEAR = 0.2           # eV
MESH = 12             # in-plane k points per direction
COARSE = 8            # k points along the normal in the careless bulk run
DENSE = 400           # k points along the normal in the converged bulk run
AREA = SPACING**2     # nm^2
TO_SI = constants.e / 1e-18   # eV/nm^2 -> J/m^2


def inplane_levels(mesh):
    k = 2 * np.pi * (np.arange(mesh) + 0.5) / mesh
    return (-2 * HOP * (np.cos(k)[:, None] + np.cos(k)[None, :])).ravel()


def normal_levels(points):
    return -2 * HOP * np.cos(2 * np.pi * np.arange(points) / points)


def grand_energy(chain, mesh=MESH, smear=SMEAR, mu=0.0):
    """Grand potential per surface cell, summed over the chain levels."""
    e = inplane_levels(mesh)[:, None] + np.asarray(chain)[None, :]
    return -2 * smear * np.logaddexp(0, -(e - mu) / smear).sum(axis=1).mean()


def electrons(chain, mu=0.0):
    e = inplane_levels(MESH)[:, None] + np.asarray(chain)[None, :]
    return 2 * expit(-(e - mu) / SMEAR).sum(axis=1).mean()


def bulk_energy(points, mesh=MESH, smear=SMEAR):
    return grand_energy(normal_levels(points), mesh, smear) / points


def slab_modes(layers, outer_hop=HOP):
    hops = np.full(layers - 1, -HOP)
    hops[0] = hops[-1] = -outer_hop
    return eigh_tridiagonal(np.zeros(layers), hops)


def slab_energy(layers, outer_hop=HOP):
    return grand_energy(slab_modes(layers, outer_hop)[0])


def closed_gamma_cell(mesh=MESH, smear=SMEAR):
    """Surface energy per face cell from bulk band quantities only."""
    edges = grand_energy([-2 * HOP, 2 * HOP], mesh, smear)
    return 0.5 * (bulk_energy(DENSE, mesh, smear) - 0.5 * edges)


e_inf = bulk_energy(DENSE)
e_coarse = bulk_energy(COARSE)
gamma_cell = closed_gamma_cell()
gamma = gamma_cell / AREA * TO_SI

# A bulk run with a finite normal mesh is a closed ring of that many layers.
ring = np.zeros((COARSE, COARSE))
for i in range(COARSE):
    ring[i, (i + 1) % COARSE] = ring[(i + 1) % COARSE, i] = -HOP
ring_energy = grand_energy(np.linalg.eigvalsh(ring)) / COARSE
assert abs(ring_energy - e_coarse) < 1e-10

# Diagonalized slabs against the closed surface energy and remainder.
for n in (3, 6, 11, 20):
    remainder = slab_energy(n) - n * e_inf - 2 * gamma_cell
    assert abs(remainder - (n + 1) * (bulk_energy(2 * n + 2) - e_inf)) < 1e-9

# Half filling: every layer neutral, so no charge moves between layers.
modes, vectors = slab_modes(12)
occ = 2 * expit(-(inplane_levels(MESH)[:, None] + modes) / SMEAR).mean(axis=0)
layer_charge = (vectors**2) @ occ
assert np.max(np.abs(layer_charge - 1)) < 1e-10
assert abs(electrons(normal_levels(COARSE)) / COARSE - 1) < 1e-10

# Drift law for three different causes of mismatch.
# Tolerance: remainders of the thinnest fitted slabs are below 1e-3 eV and
# alternate in sign, which leaves about 1e-6..1e-5 eV in a fitted slope.
sizes = np.arange(12, 25)
slabs = np.array([slab_energy(n) for n in sizes])
sources = {
    "coarse normal mesh": e_coarse,
    "in-plane mesh 6 x 6": bulk_energy(DENSE, mesh=6),
    "bulk smearing 0.1 eV": bulk_energy(DENSE, smear=0.1),
}
drifts = {}
for name, e_b in sources.items():
    estimate = (slabs - sizes * e_b) / (2 * AREA)
    slope = np.polyfit(sizes, estimate, 1)[0]
    predicted = (e_inf - e_b) / (2 * AREA)
    assert abs(slope - predicted) * 2 * AREA < 2e-5, name
    drifts[name] = (1e3 * (e_inf - e_b), slope * TO_SI)
assert abs(e_inf - e_coarse) > 2e-4   # the main case is well resolved

# Straight-line fit of slab energies recovers both constants.
fit_slope, fit_intercept = np.polyfit(sizes, slabs, 1)
assert abs(fit_slope - e_inf) < 2e-5
assert abs(fit_intercept - 2 * gamma_cell) < 5e-4

# Decay of the normal-mesh error with the number of k points.
# Several in-plane levels interfere, so the rate is only asymptotic.
err40 = 40 * abs(bulk_energy(40) - e_inf)
err60 = 60 * abs(bulk_energy(60) - e_inf)
rate_measured = np.log(err40 / err60) / 20
rate_predicted = np.arcsinh(np.pi * SMEAR / (2 * HOP))
assert abs(rate_measured / rate_predicted - 1) < 0.15

# Noise amplification, sampled directly and compared with the formulas.
noise_size = 1e-3
rng = np.random.default_rng(7)
noise = rng.normal(0, noise_size, (len(sizes), 20000))
top = sizes[-1]
increment = noise[-1] - noise[-2]
noise_increment = np.std((noise[-1] - top * increment) / 2)
noise_fit = np.std(np.polyfit(sizes, noise, 1)[1] / 2)
law_increment = noise_size * np.hypot(top, top - 1) / 2
spread = np.sum((sizes - sizes.mean())**2)
law_fit = noise_size / 2 * np.sqrt(1 / len(sizes) + sizes.mean()**2 / spread)
assert abs(noise_increment / law_increment - 1) < 0.04
assert abs(noise_fit / law_fit - 1) < 0.04

# Other filling, fixed electron number, no self-consistency: 1/N remainder.
filling = 0.4
bulk_chain = normal_levels(DENSE)
mu_bulk = brentq(lambda m: electrons(bulk_chain, m) / DENSE - filling,
                 -7, 7, xtol=1e-13)
omega_bulk = grand_energy(bulk_chain, mu=mu_bulk) / DENSE
bulk_levels = inplane_levels(MESH)[:, None] + bulk_chain
f_bulk = expit(-(bulk_levels - mu_bulk) / SMEAR)
dos = np.mean(2 * f_bulk * (1 - f_bulk)) / SMEAR


def charge_tail(layers):
    chain = slab_modes(layers)[0]
    mu = brentq(lambda m: electrons(chain, m) - layers * filling,
                -7, 7, xtol=1e-13)
    fixed = grand_energy(chain, mu=mu) + mu * layers * filling
    open_system = grand_energy(chain, mu=mu_bulk) + mu_bulk * layers * filling
    excess = electrons(chain, mu_bulk) - layers * filling
    return fixed - open_system, excess


tail_200, excess_200 = charge_tail(200)
assert abs(tail_200 / (excess_200**2 / (2 * 200 * dos)) - 1) < 0.03
# The open-system surface part is itself constant for thick slabs.
surface_parts = [grand_energy(slab_modes(n)[0], mu=mu_bulk) - n * omega_bulk
                 for n in (100, 200)]
assert abs(surface_parts[0] - surface_parts[1]) < 1e-8
tail_12 = charge_tail(12)[0]

# Neglected pair repulsion and relaxation of the two outer spacings.
# Hopping decays as exp(-q x), repulsion as exp(-p x), x = relative stretch;
# the repulsion strength makes the bulk spacing an equilibrium spacing.
q_hop, p_rep = 2.5, 10.0
bond_energy = np.mean(2 * expit(-(inplane_levels(MESH)[:, None] + bulk_chain)
                                / SMEAR) * bulk_chain)
step = 1e-4
scaled = [grand_energy(bulk_chain * (1 + s)) / DENSE for s in (step, -step)]
assert abs((scaled[0] - scaled[1]) / (2 * step) - bond_energy) < 1e-6
repulsion = q_hop / p_rep * abs(bond_energy)


def relaxing_energy(x):
    return (slab_energy(12, HOP * np.exp(-q_hop * x))
            + 2 * repulsion * (np.exp(-p_rep * x) - 1))


best = minimize_scalar(relaxing_energy, bounds=(-0.15, 0.15),
                       method="bounded", options={"xatol": 1e-7})
assert abs(best.x) < 0.14
relax_cell = (best.fun - relaxing_energy(0.0)) / 2
assert relax_cell <= 1e-9
outer = HOP * np.exp(-q_hop * best.x)
relaxed_slabs = [slab_energy(n, outer) for n in sizes]
relaxed_slope = np.polyfit(sizes, relaxed_slabs, 1)[0]
assert abs(relaxed_slope - e_inf) < 2e-5   # surface detail leaves the slope

# Neglected in-plane mesh error and excess smearing.
room = constants.k * 300 / constants.e
gamma_fine = closed_gamma_cell(96) / AREA * TO_SI
gamma_room = closed_gamma_cell(96, room) / AREA * TO_SI

print(f"hopping {HOP:.1f} eV, band width {12*HOP:.0f} eV")
print(f"layer spacing {SPACING:.1f} nm, cell area {AREA:.2f} nm^2")
print(f"smearing {SMEAR:.1f} eV, in-plane mesh {MESH} x {MESH}")
print(f"normal k points: careless bulk {COARSE}, converged {DENSE}")
print(f"interior energy e_inf {e_inf:.6f} eV/layer")
print(f"careless bulk energy e_b {e_coarse:.6f} eV/layer")
print(f"mismatch e_inf - e_b {1e3*(e_inf-e_coarse):.3f} meV/layer")
print(f"surface energy per face cell {gamma_cell:.5f} eV")
print(f"surface energy {gamma:.4f} J/m^2 = {gamma_cell/AREA:.3f} eV/nm^2")
print("layers, thickness nm, gamma_N careless, gamma_N matched (J/m^2)")
for n in (4, 8, 12, 16, 20, 24):
    energy = slab_energy(n)
    careless = (energy - n * e_coarse) / (2 * AREA) * TO_SI
    matched = (energy - n * e_inf) / (2 * AREA) * TO_SI
    print(f"  {n:2d}  {n*SPACING:.1f}  {careless:.4f}  {matched:.4f}")
print("source: mismatch meV/layer, fitted drift J/m^2 per layer")
for name, (gap, slope) in drifts.items():
    print(f"  {name}: {gap:.3f}, {slope:.6f}")
drift_24 = 24 * (e_inf - e_coarse) / (2 * gamma_cell)
print(f"drift at 24 layers / surface energy {100*drift_24:.2f} %")
allowed = 0.01 * 2 * gamma_cell / 24
print(f"mismatch for 1 % error at 24 layers {1e3*allowed:.3f} meV/layer")
print(f"fit of 12-24 layers: slope {fit_slope:.6f} eV/layer")
print(f"fit surface energy {fit_intercept/(2*AREA)*TO_SI:.4f} J/m^2")
print(f"mesh-error decay per k point: measured {rate_measured:.4f}")
print(f"mesh-error decay per k point: predicted {rate_predicted:.4f}")
print(f"assumed random error per slab {1e3*noise_size:.1f} meV")
print(f"error, last difference {noise_increment/AREA*TO_SI:.4f} J/m^2")
print(f"error, straight-line fit {noise_fit/AREA*TO_SI:.5f} J/m^2")
print(f"other filling {filling:.1f} electrons/atom")
print(f"excess charge of both faces {excess_200:.4f} electrons/cell")
print(f"density of states {dos:.4f} per eV per layer")
print(f"charge tail r_N: 12 layers {1e3*tail_12:.4f} meV")
print(f"charge tail r_N: 200 layers {1e3*tail_200:.4f} meV")
print(f"decay constants: hopping {q_hop:.1f}, repulsion {p_rep:.1f}")
print(f"repulsion per bond {repulsion:.4f} eV")
print(f"repulsion shift {-repulsion/(2*AREA)*TO_SI:.4f} J/m^2")
print(f"outer spacing change {100*best.x:.2f} %")
print(f"relaxation shift {relax_cell/AREA*TO_SI:.5f} J/m^2")
print(f"interior slope, relaxed slabs {relaxed_slope:.6f} eV/layer")
print(f"surface energy, 96 x 96 mesh {gamma_fine:.4f} J/m^2")
print(f"same mesh, smearing {room:.4f} eV (300 K) {gamma_room:.4f} J/m^2")
print("verified")
```

It prints:

```
hopping 1.0 eV, band width 12 eV
layer spacing 0.3 nm, cell area 0.09 nm^2
smearing 0.2 eV, in-plane mesh 12 x 12
normal k points: careless bulk 8, converged 400
interior energy e_inf -2.023735 eV/layer
careless bulk energy e_b -2.022607 eV/layer
mismatch e_inf - e_b -1.128 meV/layer
surface energy per face cell 0.17053 eV
surface energy 0.3036 J/m^2 = 1.895 eV/nm^2
layers, thickness nm, gamma_N careless, gamma_N matched (J/m^2)
   4  1.2  0.2966  0.3006
   8  2.4  0.2952  0.3032
  12  3.6  0.2915  0.3035
  16  4.8  0.2875  0.3036
  20  6.0  0.2835  0.3036
  24  7.2  0.2795  0.3036
source: mismatch meV/layer, fitted drift J/m^2 per layer
  coarse normal mesh: -1.128, -0.001002
  in-plane mesh 6 x 6: -8.116, -0.007223
  bulk smearing 0.1 eV: -14.033, -0.012489
drift at 24 layers / surface energy -7.94 %
mismatch for 1 % error at 24 layers 0.142 meV/layer
fit of 12-24 layers: slope -2.023734 eV/layer
fit surface energy 0.3035 J/m^2
mesh-error decay per k point: measured 0.2981
mesh-error decay per k point: predicted 0.3092
assumed random error per slab 1.0 meV
error, last difference 0.0295 J/m^2
error, straight-line fit 0.00121 J/m^2
other filling 0.4 electrons/atom
excess charge of both faces -0.0717 electrons/cell
density of states 0.2360 per eV per layer
charge tail r_N: 12 layers 0.9054 meV
charge tail r_N: 200 layers 0.0545 meV
decay constants: hopping 2.5, repulsion 10.0
repulsion per bond 0.1654 eV
repulsion shift -0.1472 J/m^2
outer spacing change -1.20 %
relaxation shift -0.00122 J/m^2
interior slope, relaxed slabs -2.023733 eV/layer
surface energy, 96 x 96 mesh 0.3035 J/m^2
same mesh, smearing 0.0259 eV (300 K) 0.3073 J/m^2
verified
```
